# Why a denser k-mesh removes the minimum of the Berry-phase electric enthalpy

In the Souza–Íñiguez–Vanderbilt method an insulator in a static field $E$ is found by minimizing band energy plus dipole energy, the dipole being a Berry phase evaluated on a mesh of $N$ k-points. For a one-dimensional two-band insulator with lattice constant $a$, mesh spacing $b=2\pi/(Na)$ and smallest direct gap $\Delta_0$, define the energy $g=ENa/2\pi=E/b$. Above a value $g_{\rm up}(N)$ the functional has no local minimum at all, and the polarized state continued from $E=0$ stops being a minimum at $g_c\le g_{\rm up}$. For dense meshes and a single parabolic gap minimum ($\Delta''>0$)

$$g_{\rm up}=\Delta_0+\tfrac{b}{2}\sqrt{\Delta_0\Delta''}+O(b^2),\qquad g_c=g_{\rm up}-3\Delta_0(Ab)^2+O(b^3),$$

where $\Delta''$ is the curvature of the direct gap and $A=|\langle c|\partial_k v\rangle|$ the interband matrix element, both at the gap minimum $k_0$. The threshold is therefore $E_cNa\to2\pi\Delta_0$, a factor $2\pi$ above the estimate "$ENa\approx$ gap". It marks the field at which the largest energy gain the mesh can assign to a displaced electron, which is $g$, reaches the direct gap in the dense limit, and it says nothing about the tunnelling rate. Hartree units are used, with electron charge $-1$. The numerical check supplies all numbers; it writes dk for $b$.

## The functional

Take spinless independent electrons, one per cell, two orbitals per cell at positions $\tau$, and a ring of length $L=Na$. The occupied state at $k_j=jb$ is $\psi_j(x)=e^{ik_jx}u_j(\tau)$ with $x=R+\tau$ and $u_j$ a normalized two-component vector. Since $\psi_N=\psi_0$, the mesh closes with $u_N(\tau)=e^{-2\pi i\tau/a}u_0(\tau)$. Let $S_j=\langle u_j|u_{j+1}\rangle$ and $\Phi=\sum_j{\rm Im}\ln S_j$. The operator $e^{ibx}$ turns $\psi_j$ into $e^{ik_{j+1}x}u_j$, which overlaps only $\psi_{j+1}$, so the Wannier function built from the $\psi_j$ has $\langle w|e^{ibx}|w\rangle=N^{-1}\sum_jS_j^*$. In the gauge where every link has phase $\Phi/N$ this has phase $-\Phi/N$. Calling that phase $b\bar x$ defines the centre $\bar x=-\Phi/(Nb)=-a\Phi/2\pi$. The electron has energy $+E\bar x$ in the field, so the enthalpy $F$ per cell obeys

$$NF=\sum_j\langle u_j|H_j|u_j\rangle-g\sum_j{\rm Im}\ln S_j .$$

On the continuous branch of the logarithm $F$ has no global minimum. Take $u_j$ and $u_{j+2}$ differing by more than a phase, and carry $u_{j+1}$ once, in the sense that increases $\Phi$, around a loop enclosing the state orthogonal to $u_j$ but not the state orthogonal to $u_{j+2}$: the product $S_jS_{j+1}$ circles zero once, the band energy returns, and $F$ drops by $2\pi g/N=Ea$, the gain from moving the electron by one cell. Only local minima are in question.

## Exact curvature about any state

Let all $S_j\neq0$, let $c_j$ be the unit vector orthogonal to $u_j$, and vary $u_j\to(u_j+z_jc_j)/\sqrt{1+|z_j|^2}$. The band term becomes $(H_{uu}+2\,{\rm Re}\,zH_{uc}+|z|^2H_{cc})/(1+|z|^2)$, whose second-order part is $\tilde\Delta|z|^2$ with $\tilde\Delta=H_{cc}-H_{uu}$. The normalization factors are real and leave the phases alone. Write $S^{cu}_j=\langle c_j|u_{j+1}\rangle$ and likewise $S^{uc}_j$, $S^{cc}_j$, and set $p_j=S^{cu}_j/S_j$, $q_j=S^{uc}_j/S_j$. The overlap becomes $S_j(1+\omega)$ with $\omega=z_j^*p_j+z_{j+1}q_j+z_j^*z_{j+1}S^{cc}_j/S_j$. From $\ln(1+\omega)=\omega-\omega^2/2+\dots$ the first- and second-order parts are

$$NF_1=\sum_j2\,{\rm Re}\,z_jH_{uc,j}-g\,{\rm Im}\sum_j\left(z_j^*p_j+z_{j+1}q_j\right),$$

$$NF_2=\sum_j\tilde\Delta_j|z_j|^2-g\,{\rm Im}\sum_j\left[t_jz_j^*z_{j+1}-\tfrac12p_j^2z_j^{*2}-\tfrac12q_j^2z_{j+1}^2\right].$$

The coefficient $t_j=S^{cc}_j/S_j-p_jq_j$ collects the direct term and the cross term of $-\omega^2/2$; it equals $\det M_j/S_j^2$, where $M_j$ is the $2\times2$ matrix of the four overlaps. Both expressions agree with finite differences of $F$ at a random non-stationary state, to $10^{-6}$ and $10^{-5}$ Ha.

A term $d_0(k)\mathbb 1$ in $H$ cancels from $\tilde\Delta$ and $H_{uc}$. It changes the indirect gap and leaves the stability problem untouched, because the variation keeps one electron at every $k_j$.

## Isolated atoms

With no hopping and both orbitals at $\tau=0$, $H={\rm diag}(-\Delta/2,\Delta/2)$. The state $u_j=(1,0)$ has $S=t=1$ and $p=q=H_{uc}=0$, so it is stationary at every field. For $z_j=ze^{i\theta j}$ with $\theta=2\pi m/N$, ${\rm Im}\,z_j^*z_{j+1}=|z|^2\sin\theta$ and

$$NF_2=N|z|^2(\Delta-g\sin\theta).$$

The factor $e^{i\theta j}$ equals $e^{-ik_jx}$ with $x=-\theta/b$, which places the excited orbital at $x$. With $g=EL/2\pi$ the cost is $\Delta+E\,(L/2\pi)\sin(2\pi x/L)$. In an infinite crystal it would be $\Delta+Ex$, negative for any field far enough downhill. The mesh replaces $x$ by the bounded function $(L/2\pi)\sin(2\pi x/L)$, whose lowest value $-L/2\pi$ is reached at $x=-L/4$. The minimum survives while $EL/2\pi<\Delta$. Refining the mesh lengthens $L$ and lets the variation reach further down the tilted bands, and the factor $2\pi$ is the amplitude of the sine. For $\Delta=0.2$ Ha the computed threshold is $g_c=0.20000$ Ha at $N=8$, where $\theta=\pi/2$ is available, and $0.23094$ Ha $=\Delta/\sin(\pi/3)$ at $N=6$.

Beyond second order, take $u_j=(\sqrt{1-s},\,i^j\sqrt s)$ with $N$ a multiple of 4. Then $S_j=1-s+is$ and, relative to $s=0$, $F=\Delta s-g\arctan[s/(1-s)]$. The derivative of the arctangent is $1/[(1-s)^2+s^2]$, so $F'=0$ gives $2s^2-2s+1-g/\Delta=0$, and for $\Delta/2<g<\Delta$ the maximum lies at $s^*=\tfrac12[1-\sqrt{2g/\Delta-1}]$. For small $s$, $F=(\Delta-g)s-gs^2$: the quartic term in the amplitude $\sqrt s$ is negative, so in this model no nearby minimum takes over at $g=\Delta$, and the barrier shrinks as $(\Delta-g)^2/4g$. At $g=0.18$ Ha, $s^*=\tfrac12(1-\sqrt{0.8})=0.0528$ and the barrier along this path is $5.4\times10^{-4}$ Ha per cell, an upper bound on the lowest barrier.

## No minimum above $g_{\rm up}$

Three facts hold for any state of any two-band chain. First, if $u_j$ has conduction weight $s_j$, then $H_{uu}=\varepsilon_v+s_j\Delta_j$, and the trace $H_{uu}+H_{cc}=\varepsilon_v+\varepsilon_c$ gives $\tilde\Delta_j=\Delta_j(1-2s_j)\le\Delta_j$. Second, $M_j$ connects two orthonormal bases, so it is unitary, $|\det M_j|=1$ and $|t_j|=1/|S_j|^2\ge1$. Third, under $z\to iz$ the $p^2$ and $q^2$ terms change sign and the others do not, so the average of $F_2(z)$ and $F_2(iz)$ is free of them, and one of the two directions lies at or below the average.

Choose $z_j=y_je^{i\alpha_j}$ with $y_j\ge0$ and $\alpha_{j+1}=\alpha_j+\pi/2-\arg t_j$, which makes ${\rm Im}\,t_jz_j^*z_{j+1}=|t_j|y_jy_{j+1}$. The phases need not close around the ring, so set $y_0=0$, with $j=0$ the point of largest gap. The average then satisfies

$$N\overline{F_2}\le\sum_j\Delta_jy_j^2-g\sum_jy_jy_{j+1}.$$

With $w_j=\sqrt{\Delta_j}\,y_j$ the right side is $w^Tw-g\,w^TBw$, where $B$ is tridiagonal with off-diagonal elements $1/(2\sqrt{\Delta_j\Delta_{j+1}})$. Replacing $w$ by $|w|$ cannot lower $w^TBw$, so the top eigenvector can be taken non-negative, and the right side can be made negative exactly when $g>g_{\rm up}=1/\lambda_{\max}(B)$. Then $F(hz)+F(-hz)-2F(0)<0$ for small $h$ along $z$ or $iz$, and the state is not a local minimum, stationary or not. Since $y_jy_{j+1}\le\tfrac12(y_j^2+y_{j+1}^2)$, $g_{\rm up}\ge\Delta_0$. The inequality was tested on $F$ itself at $g=1.002\,g_{\rm up}$, $N=32$, for three states in each of two chains. With more than two bands the block $M_j$ is not unitary, and with a self-consistent $H$ the curvature gains a kernel term; the proof covers neither case.

## Dense meshes

The lowest value $\lambda$ of the bound at $\sum y^2=1$ solves $\Delta_jy_j-\tfrac g2(y_{j+1}+y_{j-1})=\lambda y_j$. Assume a single parabolic gap minimum, $\Delta\approx\Delta_0+\tfrac12\Delta''\xi^2$ with $\xi=k-k_0$, and use $y_{j+1}+y_{j-1}\approx2y+b^2y''$:

$$-\tfrac12gb^2y''+\tfrac12\Delta''\xi^2y=(\lambda-\Delta_0+g)\,y .$$

The nodeless solution $y=e^{-\beta\xi^2/2}$ has $y''=(\beta^2\xi^2-\beta)y$. The $\xi^2$ terms cancel if $gb^2\beta^2=\Delta''$, leaving $\lambda=\Delta_0-g+\tfrac b2\sqrt{g\Delta''}$ and $\langle\xi^2\rangle=1/2\beta=\tfrac b2\sqrt{g/\Delta''}$. Since $\beta\sim1/b$, the omitted fourth-derivative term $gb^4\beta^2$, the quartic gap term $\beta^{-2}$ and the second-order effect of a cubic term are all $O(b^2)$. Setting $\lambda=0$ and $g=\Delta_0$ under the root, again an $O(b^2)$ error, gives the stated $g_{\rm up}$.

The true polarized state lies slightly lower. Expand about the zero-field bands $v,c$ in a smooth gauge with $S\approx t\approx1$. Then $H_{uc}=0$, $p_j\approx b\mathcal A$ with $\mathcal A=\langle c|\partial_kv\rangle$, and $q_{j-1}\approx-b\mathcal A^*$ from $\partial_k\langle v|c\rangle=0$. For smooth $z$ the link term is of higher order in $b$, and each k-point contributes $\Delta|z|^2-gb\,{\rm Im}(z^*\mathcal A-z\mathcal A^*)$. The imaginary part equals $(z^*\mathcal A-z\mathcal A^*)/i$, so differentiating with respect to $z^*$ gives $z=-igb\mathcal A/\Delta=-iE\mathcal A/\Delta$. The phase changes by $\sum_j2b\,{\rm Im}\,z^*\mathcal A=2bE\sum_j|\mathcal A_j|^2/\Delta_j$, and with $ab/2\pi=1/N$,

$$\delta\bar x=-2E\,\langle|\mathcal A_k|^2/\Delta_k\rangle_k ,$$

the linear response, directed against the field.

At $g\approx\Delta_0$ and $k_0$, $s=|z|^2=(Ab)^2$, so $\tilde\Delta=\Delta_0-2\Delta_0(Ab)^2$. Unitarity gives $|S|^2=1-|S^{cu}|^2$, so $|t|=1+(Ab)^2$, lowering $\lambda$ by a further $g(Ab)^2$. The $p^2,q^2$ terms are $O(b^2)$, but on the mode $z_j\propto i^jy_j$ they carry $(-1)^j$ times a smooth function and sum to less than any power of $b$; in second order they couple to the mode $(-i)^j$, about $2\Delta_0$ higher, and give $O(b^4)$. The variation of $\mathcal A$ over $\langle\xi^2\rangle\sim b$ costs $O(b^3)$. Thus $\lambda$ drops by $3\Delta_0(Ab)^2$, and $d\lambda/dg=-1+O(b)$ gives the stated $g_c$. The argument assumes that the polarized state stays smooth in $k$ up to $g_c$, so that it does not itself excite the mode $i^j$.

## The Rice–Mele chain

Put the orbitals at $0$ and $a/2$ with energies $\mp\delta$ and alternating hoppings, so that $H_{AB}=-t_1e^{ika/2}-t_2e^{-ika/2}=-(t_1+t_2)\cos\frac{ka}2-i(t_1-t_2)\sin\frac{ka}2$. Then $\Delta^2=4(\delta^2+t_1^2+t_2^2+2t_1t_2\cos ka)$, smallest at $k_0=\pi/a$. Differentiating twice where $\Delta'=0$ gives $2\Delta_0\Delta''=8t_1t_2a^2$, so $\sqrt{\Delta_0\Delta''}=2v$ with $v=a\sqrt{t_1t_2}$ and $g_{\rm up}\approx\Delta_0+vb$. At $k_0$, $\partial_kH=\tfrac12(t_1+t_2)a\,\sigma_x$, while $H$ contains only $\sigma_y$ and $\sigma_z$, so $|\langle c|\sigma_x|v\rangle|=1$, and $\mathcal A=-\langle c|\partial_kH|v\rangle/\Delta$ gives $A=(t_1+t_2)a/2\Delta_0$. The gap is parabolic for $|\xi|\ll\kappa_0=\Delta_0/2v$, and $\langle\xi^2\rangle/\kappa_0^2=b/2\kappa_0$, so the expansion needs $b\ll\kappa_0$, that is $N\gg4\pi v/(\Delta_0a)$.

Take $a=6$ bohr and $t_1=t_2=\delta=0.1$ Ha, giving $\Delta_0=0.2$ Ha (5.44 eV), $v=0.6$ Ha bohr, $A=3$ bohr and $4\pi v/(\Delta_0a)=6.28$. The value $g_c$ comes from continuing the minimum from $E=0$ until it is lost; energies are in Ha.

| $N$ | $g_c$ | $g_{\rm up}$ | $g_{\rm up}-3\Delta_0(Ab)^2$ | $E_cNa/\Delta_0$ |
|---|---|---|---|---|
| 8 | 0.1453 | 0.2750 | 0.1825 | 4.57 |
| 16 | 0.1812 | 0.2384 | 0.2152 | 5.69 |
| 32 | 0.2064 | 0.2194 | 0.2136 | 6.49 |
| 64 | 0.20811 | 0.20976 | 0.20831 | 6.54 |
| 128 | 0.204533 | 0.204894 | 0.204533 | 6.43 |
| 256 | 0.202361 | 0.202451 | 0.202360 | 6.36 |

For $N=128$, $b=2\pi/768=0.0081812$ bohr$^{-1}$, so $\Delta_0+vb=0.204909$ Ha against $g_{\rm up}=0.204894$ Ha. The correction is $0.6\times(3b)^2=0.000361$ Ha, giving $0.204533$ Ha, and $E_c=g_cb=1.673\times10^{-3}$ a.u. Extrapolation from $N=128$ and $256$ gives the slope $(g_c-\Delta_0)/b\to0.6001$ Ha bohr and the coefficient $2.98$ in place of 3. For $t_1=0.14$, $t_2=0.06$, $\delta=0.06$ Ha it gives $0.5497$ against $v=0.5499$ Ha bohr, and $2.99$. The soft mode at $N=128$ sits $-0.2500\,L$ from the Wannier centre, and its $\langle\xi^2\rangle=6.99\times10^{-4}$ bohr$^{-2}$ exceeds the oscillator value $6.82\times10^{-4}$ by 2.6% of the latter. At $N=64$, $E_c=3.41\times10^{-3}$ a.u. $=1.75\times10^9$ V/m, which is 6.54 times $\Delta_0/Na$. At $N=32$, adding $d_0=-2t'\cos ka$ with $t'=0.06$ Ha reduces the indirect gap to $0.0836$ Ha and leaves $g_c=0.206447$ Ha. Steepest descent from a perturbed valence state returns to the continued minimum at $0.95\,g_c$, with conduction weight at most $0.014$, and passes weight $0.3$ after 238 steps at $1.05\,g_c$.

On the coarse meshes the departure from the expansion does not follow its next power, $b^3$, which would shrink eightfold per doubling of $N$. The value $g_c$ lies below the fourth column by $0.034$, $0.0072$ and $0.0002$ Ha at $N=16,32,64$, and the two agree within $10^{-6}$ Ha at $128$. There the difference has already changed sign, so this close agreement is partly a cancellation among higher-order terms and understates the size of the $b^3$ term. At $N=8$ and $16$ the minimum is lost below $\Delta_0$. The bound $g_c\le g_{\rm up}$ holds in every row. A conjecture, not tested here, is that the polarized state has a component on the mode $i^j$ that decays exponentially with $N$, and that this tips the state over the low barrier early. The field $E_c$ itself falls monotonically, from $1.9\times10^{-2}$ to $8.3\times10^{-4}$ a.u.

At a fixed $E=0.004$ a.u. ($2.06\times10^9$ V/m), $E X=\Delta_0+v/X$ with $X=Na/2\pi$ gives $X=(0.2+\sqrt{0.04+0.0096})/0.008=52.84$ bohr and $N=55.3$. The largest stable mesh found is $N=54$, lower as the negative corrections require, while $ENa=\Delta_0$ would give 8.3. Far below the threshold the state reproduces linear response: at $E=10^{-4}$ a.u. and $N=128$ the polarizability $-\delta\bar x/E$ is $17.82$ a.u. against $17.83$ from the band integral. At $E=0.004$ a.u. the shift is $-0.0707$, $-0.0722$, $-0.0725$ bohr for $N=16,32,48$, still drifting by $0.0003$ bohr over the last step, and refinement must stop at 54. The last value exceeds the linear shift $-0.0713$ bohr by 1.7% of it, a figure that combines nonlinear response with the finite-mesh error of the linear part, since $-0.0713$ bohr is the value from the band integral and not the $N=48$ one; the two were not separated out.

## Relation to Zener tunnelling

In real time the field drags the wavevector, $\dot k=-E$. In the adiabatic basis the conduction amplitude grows to first order as $\dot a_c=-\dot k\,\mathcal A\exp(i\int\Delta\,dt)$, and $dt=-dk/E$ makes the phase factor $\exp(-\frac iE\int\Delta\,dk)$. Moving the path to $k_0-i\kappa$ turns it into the decaying $\exp(-\frac1E\int_0^\kappa\Delta\,d\kappa')$. For the Rice–Mele chain $\Delta^2=4(\delta^2+t_1^2+t_2^2-2t_1t_2\cosh\kappa a)$ on this line, so the path can descend until it meets the branch point $\kappa_c$ where $\Delta=0$. A gap that is not symmetric about $k_0$ generally has its branch point off the line. Squaring gives, for $t_1=t_2$, the Dykhne form per Bloch period,

$$P=e^{-W/E},\qquad W=2\int_0^{\kappa_c}\Delta(k_0-i\kappa)\,d\kappa .$$

This argument fixes the $1/E$ term of the exponent for any $t_1,t_2$. For $t_1=t_2$ the Hamiltonian is real, and the unit prefactor is checked numerically rather than derived. For $t_1\ne t_2$ and $\delta\ne0$ it is complex, and the Berry connections of the two bands, continued along the same path, multiply $P$ by a field-independent factor that differs from one and depends on the direction of the field. For $t_1=t_2=t$, $\cos^2(ka/2)\to-\sinh^2(\kappa a/2)$, so $\Delta=2\sqrt{\delta^2-4t^2\sinh^2(\kappa a/2)}$, $\kappa_c=0.1604$ bohr$^{-1}$ and $W=0.05086$ a.u. Direct time evolution gives $\ln P=-5.10$ and $-8.43$ at $E=0.01$ and $0.006$ a.u., against $-W/E=-5.09$ and $-8.48$; the residual comes mainly from starting and ending on field-free band states, whose small non-adiabatic admixture interferes with the tunnelling amplitude. Linearizing the sinh makes $\Delta=\sqrt{\Delta_0^2-4v^2\kappa^2}$, a quarter ellipse of area $\frac\pi4\Delta_0\cdot\frac{\Delta_0}{2v}$, so $W\approx\pi\Delta_0^2/4v=0.05236$ a.u.

Inserting $E_c\approx2\pi\Delta_0/Na$ gives $\ln P\approx-\Delta_0Na/8v$, which is $-32$ at $N=128$. The two approximations account for the computed value: $32\times(0.05086/0.05236)\times(0.2/0.204533)=30.39$. At $E=0.004$ a.u., where the minimization fails beyond $N=54$, $P=3\times10^{-6}$ per Bloch period of 262 a.u., a tunnelling lifetime of $262/(3\times10^{-6})\approx9\times10^7$ a.u., about 2 ns per electron. This counts interband tunnelling only: the model has no scattering, impact ionization or defects, and $2\times10^9$ V/m lies above the breakdown field of common real insulators. On a dense mesh the discrete functional thus loses its minimum at a field where the polarized crystal of this model is still a resonance that outlives many Bloch periods, and the more so the denser the mesh. Isolated atoms are the extreme case: $\mathcal A=0$ makes $P$ vanish identically, yet for $N$ a multiple of 4 the minimum disappears at $g=\Delta$, because a variational search needs only a displaced state whose mesh cost $\Delta+g\sin(2\pi x/L)$ is negative, first at $x=-L/4$, and no matrix element to reach it.

## Computed results

```
atoms, gap 0.2 Ha, N=6: g_c = 0.23094 Ha
atoms, gap 0.2 Ha, N=8: g_c = 0.20000 Ha
atoms, g = 0.180 Ha: s* = 0.05279, barrier per cell = 5.366e-04 Ha
ionic chain: a = 6.0 bohr, t = 0.1 Ha, delta = 0.1 Ha
D0 = 0.200 Ha = 5.442 eV, v = 0.600 Ha bohr, A = 3.000 bohr
D'' = 7.200 Ha bohr^2, crossover N = 4 pi v/(D0 a) = 6.283
N, g_c, g_up, D0+v dk, g_up-3D0(A dk)^2 [Ha], E_c [a.u.], E_c N a/D0
   8 0.145332 0.275036 0.278540 0.182509 1.9024e-02 4.5657
  16 0.181164 0.238377 0.239270 0.215246 1.1857e-02 5.6914
  32 0.206447 0.219413 0.219635 0.213630 6.7560e-03 6.4857
  64 0.208106 0.209760 0.209817 0.208315 3.4051e-03 6.5378
 128 0.204533 0.204894 0.204909 0.204533 1.6733e-03 6.4256
 256 0.202361 0.202451 0.202454 0.202360 8.2778e-04 6.3573
ionic: slopes 0.6001 (g_c), 0.6000 (g_up), v = 0.6000 Ha bohr; coefficient 2.982
Rice-Mele t1=0.14 t2=0.06 delta=0.06 Ha: D0 = 0.200 Ha, A = 3.000 bohr
Rice-Mele: slopes 0.5497 (g_c), 0.5499 (g_up), v = 0.5499 Ha bohr; coefficient 2.988
N=64: E_c = 3.4051e-03 a.u. = 1.751e+09 V/m; naive D0/(Na) = 5.2083e-04 a.u.
descent N=32, g = 0.95 g_c: max conduction weight 0.0139 after 4000 steps
descent N=32, g = 1.05 g_c: max conduction weight 0.3182 after 238 steps
N=32, t' = 0.06 Ha: indirect gap 0.0836 Ha, g_c = 0.206447 Ha
soft mode N=128: displacement/L = -0.2500, <q^2> = 6.9918e-04, formula 6.8177e-04 bohr^-2
polarizability per cell: sum over states 17.8280, mesh N=128 17.8215 a.u.
E0 = 0.004 a.u. = 2.057e+09 V/m, linear shift = -0.07131 bohr
N=16: g = 0.06112 Ha, centre shift = -0.07072 bohr
N=32: g = 0.12223 Ha, centre shift = -0.07221 bohr
N=48: g = 0.18335 Ha, centre shift = -0.07253 bohr
largest stable N = 54; asymptote 55.33; 2 pi D0/(E0 a) = 52.36; naive 8.33
kappa_c = 0.16040 1/bohr, W = 0.05086 a.u., Dirac value = 0.05236 a.u.
E = 0.01 a.u.: ln P evolved = -5.100, -W/E = -5.086
E = 0.006 a.u.: ln P evolved = -8.432, -W/E = -8.477
P at E0 = 3.01e-06 per Bloch period of 261.8 a.u.
N=32: ln P at E_c = -7.53, -D0 N a/(8v) = -8.00
N=128: ln P at E_c = -30.39, -D0 N a/(8v) = -32.00
```
